# Half of a Gaussian's self-exchange: where range separation puts it

## Problem

A range-separated hybrid functional divides the Coulomb interaction in its exchange term into two parts, while the Hartree term keeps the full interaction. For two points a distance \(u\) apart, the division considered here is

\[
\frac1u=\frac{\operatorname{erf}(\omega u)}{u}+\frac{1-\operatorname{erf}(\omega u)}{u},
\qquad
\operatorname{erf}(x)=\frac{2}{\sqrt\pi}\int_0^x e^{-t^2}\,dt .
\]

The first part is called long range and the second short range. The parameter \(\omega>0\) is an inverse length. Hartree atomic units are used throughout.

One electron occupies one spin orbital \(\varphi\), whose density is a normalized Gaussian,

\[
\rho(\mathbf r)=|\varphi(\mathbf r)|^2=\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha r^2},
\qquad \int\rho\,d^3r=1 .
\]

(a) Find the long-range part of its exchange energy in closed form as a function of \(\omega\).

(b) Find the value \(\omega_{1/2}\) at which half of the exchange energy is long range.

(c) Evaluate both for the hydrogen atom described by its best single-Gaussian orbital, and compare with the exact 1s density.

## What self-exchange means here

The exact exchange energy is written in terms of the occupied orbitals rather than as an explicit expression in the total charge density. For a single determinant,

\[
E_x=-\frac12\sum_{ij}\iint
\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

where the sum runs over pairs of occupied orbitals of equal spin. With one occupied orbital only \(i=j\) remains, and the numerator becomes \(\rho(\mathbf r)\rho(\mathbf r')\). Hence

\[
E_x=-\frac12J,\qquad
J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

The Hartree energy of the same density is \(+J/2\), so exchange removes the repulsion of the electron with itself. The long-range part is \(E_x^{\rm LR}=-J_{\rm LR}/2\), where \(J_{\rm LR}\) is \(J\) with \(1/u\) replaced by \(\operatorname{erf}(\omega u)/u\). The factor \(-1/2\) is common to both, so the long-range fraction is

\[
f(\omega)=\frac{E_x^{\rm LR}}{E_x}=\frac{J_{\rm LR}(\omega)}{J}.
\]

## A tempting solution, which is wrong

The interaction depends only on the separation \(\mathbf u=\mathbf r-\mathbf r'\), so it is natural to begin with the distribution of separations,

\[
P(\mathbf u)=\int\rho(\mathbf r'+\mathbf u)\,\rho(\mathbf r')\,d^3r' .
\]

The exponent of the integrand is minus

\[
\alpha|\mathbf r'+\mathbf u|^2+\alpha r'^2
=2\alpha r'^2+2\alpha\,\mathbf r'\!\cdot\mathbf u+\alpha u^2
=2\alpha\left|\mathbf r'+\tfrac12\mathbf u\right|^2+\tfrac12\alpha u^2 .
\]

The integral over \(\mathbf r'\) of the first term's Gaussian is \((\pi/2\alpha)^{3/2}\), whatever the shift \(\mathbf u/2\). Multiplied by the prefactor \((\alpha/\pi)^3\), it gives \((\alpha/2\pi)^{3/2}\). With the abbreviation \(\beta=\alpha/2\),

\[
P(u)=\left(\frac{\beta}{\pi}\right)^{3/2}e^{-\beta u^2}.
\]

The full self-repulsion follows from \(d^3u=4\pi u^2\,du\):

\[
J=4\pi\left(\frac\beta\pi\right)^{3/2}\int_0^\infty u\,e^{-\beta u^2}du
=4\pi\left(\frac\beta\pi\right)^{3/2}\frac1{2\beta}
=2\sqrt{\frac{\beta}{\pi}}=\sqrt{\frac{2\alpha}{\pi}} .
\]

If the integral starts at \(u=R\) instead of zero, \(1/(2\beta)\) becomes \(e^{-\beta R^2}/(2\beta)\). The share of \(J\) that comes from pairs farther apart than \(R\) is therefore

\[
S(R)=e^{-\beta R^2}.
\]

Everything so far is correct. The tempting argument now continues as follows. The function \(\operatorname{erf}(\omega u)\) is small for \(u\ll1/\omega\) and close to one for \(u\gg1/\omega\). The long-range exchange is thus the exchange between points farther apart than \(1/\omega\), and its fraction is

\[
f_{\rm cut}(\omega)=S(1/\omega)=e^{-\beta/\omega^2}.
\]

Setting this equal to one half gives \(\beta/\omega^2=\ln2\), or

\[
\omega_{\rm cut}=\sqrt{\frac{\beta}{\ln 2}}=\sqrt{\frac{\alpha}{2\ln2}} .
\]

The result has the right dimension, and it scales correctly with the size of the charge. Its numerical factor is wrong.

## Where the argument fails

The faulty step replaces \(\operatorname{erf}(\omega u)\) by a step function at \(u=1/\omega\). It is true that \(\operatorname{erf}(\omega u)\) is small at small \(u\), but it multiplies \(1/u\), which is large there. The product is what enters the energy. Substituting \(t=\omega u s\) in the definition of the error function gives

\[
\frac{\operatorname{erf}(\omega u)}{u}=\frac{2\omega}{\sqrt\pi}\int_0^1e^{-\omega^2u^2s^2}\,ds .
\]

The integrand decreases as \(u\) grows, for every \(s>0\). The long-range interaction is therefore strongest at \(u=0\), where it has the finite value \(2\omega/\sqrt\pi\). It is long range in the sense that it keeps the full \(1/u\) tail while the singularity at contact is removed. It does not vanish between close points.

The cutoff discards this contribution from close pairs. It also counts the pairs beyond \(1/\omega\) at full weight although \(\operatorname{erf}(\omega u)<1\) there; for the Gaussian charge the first error is the larger, as shown below. An honest calculation has to keep the error function inside the integral.

## Correct solution

### (a) The long-range exchange

With the same distribution of separations,

\[
J_{\rm LR}=4\pi\left(\frac\beta\pi\right)^{3/2}I,
\qquad
I=\int_0^\infty u\,e^{-\beta u^2}\operatorname{erf}(\omega u)\,du .
\]

The factor \(u\,e^{-\beta u^2}\) is the derivative of \(-e^{-\beta u^2}/(2\beta)\), and the derivative of the error function is a Gaussian,

\[
\frac{d}{du}\operatorname{erf}(\omega u)=\frac{2\omega}{\sqrt\pi}e^{-\omega^2u^2}.
\]

Integration by parts therefore leaves a plain Gaussian integral:

\[
I=\left[-\frac{e^{-\beta u^2}}{2\beta}\operatorname{erf}(\omega u)\right]_0^\infty
+\frac1{2\beta}\,\frac{2\omega}{\sqrt\pi}\int_0^\infty e^{-(\beta+\omega^2)u^2}du .
\]

The boundary term is zero at the upper limit because of the exponential, and at the lower limit because \(\operatorname{erf}(0)=0\). The remaining integral is \(\tfrac12\sqrt{\pi/(\beta+\omega^2)}\), so

\[
I=\frac{\omega}{2\beta\sqrt{\beta+\omega^2}} .
\]

Multiplication by \(4\pi(\beta/\pi)^{3/2}=4\beta^{3/2}/\sqrt\pi\) gives

\[
J_{\rm LR}(\omega)=\frac{2}{\sqrt\pi}\,\frac{\omega\sqrt\beta}{\sqrt{\beta+\omega^2}}
=\frac{2\omega}{\sqrt\pi}\sqrt{\frac{\alpha}{\alpha+2\omega^2}} ,
\]

where the last form uses \(\beta=\alpha/2\) and multiplies numerator and denominator under the root by two. The answer to part (a) is

\[
\boxed{E_x^{\rm LR}(\omega)=-\frac{\omega}{\sqrt\pi}\sqrt{\frac{\alpha}{\alpha+2\omega^2}}}
\]

### Two limits

For \(\omega\ll\sqrt\beta\), expansion of the root gives

\[
J_{\rm LR}=\frac{2\omega}{\sqrt\pi}\left(1+\frac{\omega^2}{\beta}\right)^{-1/2}
\simeq\frac{2\omega}{\sqrt\pi}\left(1-\frac{\omega^2}{2\beta}\right).
\]

The leading term does not contain \(\alpha\). The interaction is then nearly the constant \(2\omega/\sqrt\pi\) over the whole charge, and a constant interaction sees only the total charge, which is one.

For \(\omega\gg\sqrt\beta\), the long-range part approaches the full \(J\), and the short-range remainder is

\[
J-J_{\rm LR}=J\left[1-\left(1+\frac{\beta}{\omega^2}\right)^{-1/2}\right]
\simeq\frac{J\beta}{2\omega^2}=\frac{\beta^{3/2}}{\sqrt\pi\,\omega^2}.
\]

This can be checked by a separate argument. The short-range interaction is now much narrower than the charge and acts as a contact interaction. Its weight is its volume integral,

\[
4\pi\int_0^\infty u\,[1-\operatorname{erf}(\omega u)]\,du
=4\pi\int_0^\infty\frac{u^2}{2}\,\frac{2\omega}{\sqrt\pi}e^{-\omega^2u^2}du
=4\pi\,\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac{\pi}{\omega^2},
\]

where the first step is an integration by parts with vanishing boundary terms. The weight multiplies the density of pairs at contact, \(P(0)=\int\rho^2d^3r=(\beta/\pi)^{3/2}\). The product is \(\beta^{3/2}/(\sqrt\pi\,\omega^2)\), as found above.

### (b) The half point

Division of \(J_{\rm LR}\) by \(J=2\sqrt{\beta/\pi}\) gives

\[
f(\omega)=\frac{\omega}{\sqrt{\omega^2+\beta}}=\frac{1}{\sqrt{1+\beta/\omega^2}} .
\]

The second form shows that \(f\) rises steadily from zero to one as \(\omega\) grows, so it passes one half at a single point. There \(1+\beta/\omega^2=4\), which means \(\omega^2=\beta/3\), and

\[
\boxed{\omega_{1/2}=\sqrt{\frac{\alpha}{6}}}
\]

If the orbital rather than the density is specified, \(\varphi\propto e^{-ar^2}\), then \(\alpha=2a\) and \(\omega_{1/2}=\sqrt{a/3}\). Confusing the two exponents changes the answer by a factor \(\sqrt2\).

The result can also be expressed through the size of the charge. Each Cartesian coordinate has variance \(1/(2\alpha)\), so the root-mean-square radius obeys \(r_{\rm rms}^2=3/(2\alpha)\). Insertion of \(\alpha=3/(2r_{\rm rms}^2)\) gives

\[
\omega_{1/2}=\frac{1}{2\,r_{\rm rms}} .
\]

For a Gaussian charge, the length \(1/\omega\) must equal twice the rms radius if the exchange is to be divided equally.

### How far off the cutoff was

Write \(x=\beta/\omega^2\). The cutoff gives \(f_{\rm cut}=e^{-x}\), while the correct fraction is \(f=(1+x)^{-1/2}\). For \(x>0\),

\[
e^x>1+x>\sqrt{1+x},
\]

so \(f_{\rm cut}<f\) at every finite \(\omega>0\). The cutoff underestimates the long-range fraction, and so it demands too large an \(\omega\) to reach one half:

\[
\frac{\omega_{\rm cut}}{\omega_{1/2}}=\sqrt{\frac{3}{\ln2}}\approx2.08 .
\]

At \(\omega_{\rm cut}\), where \(x=\ln2\), the true fraction is \(1/\sqrt{1+\ln2}\approx0.77\) instead of one half.

The role of close pairs is plain at the correct half point. There \(x=3\), and pairs farther apart than \(1/\omega_{1/2}\) supply only \(S=e^{-3}\approx0.050\) of the full \(J\). Since \(\operatorname{erf}(\omega u)<1\), they supply less than \(0.050\,J\) to the long-range part as well. That part amounts to \(0.500\,J\), so more than \(0.450\,J\) of it comes from pairs closer than \(1/\omega_{1/2}\). Most of the long-range exchange is here exchange between points that the cutoff would have classed as short range.

## (c) The hydrogen atom

### Choice of the Gaussian

The normalized orbital is \(\varphi=(2a/\pi)^{3/4}e^{-ar^2}\), with \(\alpha=2a\). Its gradient has magnitude \(2ar\varphi\), so the kinetic energy is

\[
T=\frac12\int|\nabla\varphi|^2d^3r=2a^2\langle r^2\rangle=2a^2\,\frac{3}{4a}=\frac{3a}{2}.
\]

The attraction to the nucleus is

\[
V=-\left\langle\frac1r\right\rangle=-4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac{1}{2\alpha}
=-2\sqrt{\frac{\alpha}{\pi}}=-2\sqrt{\frac{2a}{\pi}} .
\]

Hartree and exchange energies cancel for one electron, so the total energy is \(E(a)=T+V\). Its derivative vanishes when

\[
\frac32-\sqrt{\frac{2}{\pi a}}=0
\quad\Longrightarrow\quad
a=\frac{8}{9\pi}=0.28294\ \text{bohr}^{-2}.
\]

The second derivative, \(\tfrac12\sqrt{2/\pi}\,a^{-3/2}\), is positive, so this is a minimum. The energy there is \(-0.4244\) hartree, above the exact \(-1/2\) hartree, as a variational energy must be.

### Exchange and its half point

The density exponent is \(\alpha=2a=0.56588\) bohr\(^{-2}\). The full exchange energy is

\[
E_x=-\frac12\sqrt{\frac{2\times0.56588}{\pi}}=-\frac12\times0.6002=-0.3001\ \text{hartree}=-8.166\ \text{eV},
\]

and the half point is

\[
\omega_{1/2}=\sqrt{\frac{0.56588}{6}}=0.3071\ \text{bohr}^{-1}=0.580\ \text{Å}^{-1}.
\]

The rms radius, 1.6281 bohr, gives the same value through \(1/(2\times1.6281)\). At this \(\omega\) the long-range exchange is \(-0.1501\) hartree. The fraction varies as follows.

| \(\omega\) (bohr\(^{-1}\)) | \(E_x^{\rm LR}\) (hartree) | \(f\) |
|---|---|---|
| 0.1 | −0.0554 | 0.185 |
| 0.2 | −0.1056 | 0.352 |
| 0.4 | −0.1804 | 0.601 |
| 0.8 | −0.2499 | 0.833 |

The separation beyond which half of \(J\) arises is 1.565 bohr. The cutoff argument would take its inverse, \(\omega_{\rm cut}=1/1.565=0.639\) bohr\(^{-1}\), as the answer. The numerical check obtains the closed form and the half point from a two-particle quadrature that makes no use of \(P(u)\).

These numbers have a direct meaning for a hybrid functional that uses exact exchange only in the long-range part. For this fixed orbital and \(\omega=\omega_{1/2}\), exact exchange cancels half of the Hartree self-repulsion. The other half, 0.1501 hartree, is left to the approximate parts of the functional: the short-range exchange and the correlation, which in approximate form need not vanish for one electron. Whatever these together fail to cancel remains as self-interaction error.

### Comparison with the exact 1s density

The exact density \(e^{-2r}/\pi\) has a cusp at the nucleus and an exponential tail, neither of which a single Gaussian has. Its exchange energy is \(-0.3125\) hartree, and a numerical root search places its half point at \(0.3289\) bohr\(^{-1}\). The value from the variational Gaussian, \(0.3071\) bohr\(^{-1}\), is 7 % below this. At that \(\omega\), the long-range fraction of the exact density is 0.476 rather than 0.500.

One may instead insert the exact rms radius, 1.7321 bohr, into the Gaussian relation. This gives \(1/(2\times1.7321)=0.2887\) bohr\(^{-1}\), 12 % below the root. For the 1s density, the product \(\omega_{1/2}r_{\rm rms}\) is thus \(0.3289\times1.7321\approx0.570\), not one half.

What does carry over to every shape is the scaling with size. Let \(\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)\) be the same charge compressed by a factor \(\lambda\). With \(\lambda\mathbf r\) and \(\lambda\mathbf r'\) as new integration variables, the separation \(u\) becomes \(u/\lambda\), and

\[
J_{\rm LR}[\rho_\lambda](\omega)=\lambda\,J_{\rm LR}[\rho](\omega/\lambda),
\qquad J[\rho_\lambda]=\lambda J[\rho].
\]

The fraction depends on \(\omega/\lambda\) alone, so \(\omega_{1/2}\) is proportional to the inverse size. The shape of the density fixes the factor of proportionality.

## Where the result applies

Two electrons of opposite spin in the same Gaussian orbital each contribute \(-J/2\). The exchange energy doubles, while \(f\) and \(\omega_{1/2}\) are unchanged.

With several occupied orbitals of the same spin, the exchange energy also contains terms with \(i\neq j\). They are self-repulsions of the products \(\varphi_i^*\varphi_j\), which integrate to zero because the orbitals are orthogonal. The constant interaction \(2\omega/\sqrt\pi\) that governs small \(\omega\) gives nothing for such a product, so its long-range part does not start with the linear term found here. The terms with \(i=j\) also belong to orbitals of different sizes. Since \(J\) grows as the inverse size, compact inner orbitals weigh most in the exchange energy, while the diffuse outer ones set the radius of the total density. In atoms this can matter more than the \(i\neq j\) terms. For the Hartree–Fock beryllium atom with canonical orbitals, those terms make up only about 2 % of the exchange energy, yet the half point lies near \(1.0\) bohr\(^{-1}\), whereas \(1/(2r_{\rm rms})\) of the total density per electron is about \(0.24\) bohr\(^{-1}\). The formula for \(f\) describes the self-exchange of one Gaussian orbital and cannot be applied to a system with several occupied orbitals of the same spin by inserting the radius of its total density.

## Calculated quantities

```
Hydrogen atom, best single-Gaussian orbital
orbital exponent a            = 0.282942 bohr^-2
a from numerical minimization = 0.282942 bohr^-2
density exponent alpha        = 0.565884 bohr^-2
total energy                  = -0.424413 hartree
rms radius                    = 1.628103 bohr
self-repulsion J              = 0.600211 hartree
exchange energy E_x           = -0.300105 hartree
exchange energy E_x           = -8.1663 eV
omega_half, closed form       = 0.307106 bohr^-1
omega_half, root search       = 0.307106 bohr^-1
omega_half                    = 0.5803 angstrom^-1
J_LR at omega_half            = 0.300105 hartree
E_x long range at omega_half  = -0.150053 hartree
omega (bohr^-1), E_x long range (hartree), fraction, fraction by quadrature
  0.1  -0.055448  0.184760  0.184760
  0.2  -0.105619  0.351939  0.351939
  0.4  -0.180368  0.601017  0.601017
  0.8  -0.249906  0.832727  0.832727
  1.6  -0.284780  0.948934  0.948934
Pair separations at omega_half
1/omega_half                  = 3.2562 bohr
share of J from u>1/omega_half= 0.0498 (quadrature)
exp(-3)                       = 0.0498
separation that halves J      = 1.5652 bohr
share of J beyond it          = 0.5000 (quadrature)
Limits (ratio of computed value to limiting law)
J_LR at omega = 0.01 bohr^-1    : 0.999823
J - J_LR at omega = 20.0 bohr^-1: 0.999470
Exact hydrogen 1s density
self-repulsion J              = 0.625000 hartree
exchange energy E_x           = -0.312500 hartree
rms radius                    = 1.732051 bohr
omega_half, root search       = 0.328865 bohr^-1
estimate 1/(2 r_rms)          = 0.288675 bohr^-1
estimate / root               = 0.8778
Gaussian omega_half / root    = 0.9338
1s fraction at Gaussian omega_half = 0.4756
largest closed-form error in J_LR  = 4.4e-14 hartree
```
